# Testing a spherical open p shell for a saddle point in PAW, part 1

(Sections cited here and not found follow in the second part.)

A self-consistency loop started from a spherical density on an atom with a partly filled p shell stays spherical, apart from rounding errors. A spherical density gives a spherical potential, the three p levels are degenerate, any rule that fills equal levels equally gives them the same fractional occupation, and the output density is spherical again. When the loop converges there, its residual vanishes, yet this shows stationarity and nothing more. For the carbon atom with the PBE functional the converged spherical solution lies 0.14 eV above a non-spherical one in the example below, and an atomic reference energy taken from it carries that error into a binding energy. Two settings can hold a run at the spherical point even when its start breaks the symmetry slightly: symmetrized occupations, and too large a smearing width. The quantity that tells how to set them is the lowest eigenvalue of the energy Hessian in the directions that break the symmetry of the p occupations.

## The energy near the symmetric solution

Hartree atomic units are used. Spins are collinear, $N_\uparrow$ and $N_\downarrow$ are fixed, and there is no spin-orbit coupling. Let $\tilde\psi_p$ be the pseudo eigenstates of the converged spherical solution, $\tilde H\tilde\psi_p=\varepsilon_p S\tilde\psi_p$ with $\langle\tilde\psi_p|S|\tilde\psi_q\rangle=\delta_{pq}$, occupied and empty ones together; the index $p$ includes spin. Any pseudo density operator is $\sum_{pq}|\tilde\psi_p\rangle\gamma_{pq}\langle\tilde\psi_q|$ with a Hermitian matrix $\gamma$ whose eigenvalues are the occupations. The smooth density and the one-centre occupancies $\rho_{ij}=\sum_{pq}\langle\tilde p_i|\tilde\psi_p\rangle\gamma_{pq}\langle\tilde\psi_q|\tilde p_j\rangle$ are linear in $\gamma$, so the PAW energy is a function $E(\gamma)$ with $\partial E/\partial\gamma_{qp}=\langle\tilde\psi_p|\tilde H|\tilde\psi_q\rangle$. At the solution this gradient is the diagonal matrix $\varepsilon$, and

$$E(n_0+\delta\gamma)=E_0+\mathrm{Tr}(\varepsilon\,\delta\gamma)+\tfrac12 K(\delta\gamma,\delta\gamma)+\dots,\qquad K(X,Y)=\mathrm{Tr}(X\,\delta V[Y]).$$

Here $\delta V[Y]$ is the matrix of the first-order change $\delta\tilde H=\delta\tilde v+\sum_{ij}|\tilde p_i\rangle\,\delta D_{ij}\langle\tilde p_j|$ caused by $\delta\gamma=Y$.

The diagonal matrix $n_0$ has entries 1 or 0, except for the p shell of one spin, whose block is $f\cdot\mathbb 1$ with $0<f<1$. Every pair is assumed to obey the aufbau order, $n_p>n_q$ implying $\varepsilon_p<\varepsilon_q$, so moving charge between shells costs energy at first order and is left aside. The remaining freedom is

$$\gamma=e^{\kappa}(n_0+\delta n)\,e^{-\kappa},$$

with $\kappa$ anti-Hermitian, connecting states of different occupation, and $\delta n$ a traceless Hermitian $3\times3$ matrix in the p block. Off-diagonal elements of $\delta n$ belong to the problem: a rotation inside the p block commutes with $f\cdot\mathbb 1$ and does nothing at first order, so $\delta n$ has to supply all $9-1=8$ directions.

Expanding the exponentials gives $\delta\gamma=\delta n+x+[\kappa,\delta n]+\tfrac12[\kappa,x]+\dots$ with $x=[\kappa,n_0]$, that is $x_{pq}=\kappa_{pq}(n_q-n_p)$.

At first order, $\mathrm{Tr}(\varepsilon x)=0$ because $x$ has no diagonal, and $\mathrm{Tr}(\varepsilon\,\delta n)=\varepsilon_{\rm p}\mathrm{Tr}\,\delta n=0$ because the p levels share one value $\varepsilon_{\rm p}$. The spherical solution is stationary in all these directions.

At second order, swapping the labels $p,q$ in the second half of the commutator gives, for any $X$,

$$\mathrm{Tr}(\varepsilon[\kappa,X])=\sum_{pq}\varepsilon_p\kappa_{pq}X_{qp}-\sum_{pq}\varepsilon_pX_{pq}\kappa_{qp}=\sum_{pq}\kappa_{pq}X_{qp}(\varepsilon_p-\varepsilon_q).$$

For $X=\delta n$ both indices lie in the p block and the energy difference vanishes. For $X=x$, $\kappa_{pq}x_{qp}=|x_{pq}|^2/(n_q-n_p)$, and each unordered pair appears twice, which cancels the factor $\tfrac12$:

$$E_2=\tfrac12K(\delta n+x,\delta n+x)+\sum_{p<q}|x_{pq}|^2\,\frac{\varepsilon_q-\varepsilon_p}{n_p-n_q}.$$

The last sum is positive by the aufbau order.

## The relaxed Hessian

Introduce real coordinates: $\delta n=\sum_ay_aM_a$ with $\mathrm{Tr}\,M_aM_b=\delta_{ab}$, and $x=\sum_\alpha x_\alpha N_\alpha$ with $N=|p\rangle\langle q|+|q\rangle\langle p|$ or $N=i(|p\rangle\langle q|-|q\rangle\langle p|)$ for real orbitals. Then

$$E_2=\tfrac12y^TK_{nn}y+y^TBx+\tfrac12x^TAx,$$

with $(K_{nn})_{ab}=K(M_a,M_b)$, $B_{a\alpha}=K(M_a,N_\alpha)$ and $A_{\alpha\beta}=K(N_\alpha,N_\beta)+2\delta_{\alpha\beta}(\varepsilon_q-\varepsilon_p)/(n_p-n_q)$. The factor 2 compensates the $\tfrac12$ in front of $x^TAx$. Without spin-orbit coupling $E(\gamma^*)=E(\gamma)$; conjugation flips the sign of the imaginary coordinates, so real and imaginary coordinates do not couple.

Assume $A>0$: the solution is a strict minimum under orbital rotations at fixed occupations. If $A$ has a negative eigenvalue, the solution is already unstable in the orbitals and the formulas below lose their meaning as a minimization. Completing the square, with $u=x+A^{-1}B^Ty$,

$$\tfrac12u^TAu=\tfrac12x^TAx+y^TBx+\tfrac12y^TBA^{-1}B^Ty,$$

$$E_2=\tfrac12y^THy+\tfrac12u^TAu,\qquad H=K_{nn}-BA^{-1}B^T.$$

Three consequences follow.

First, the change of variables $(y,x)\to(y,u)$ is invertible and makes the quadratic form block diagonal, so the full second-order matrix has as many negative eigenvalues as $H$. With $A>0$ the solution is a saddle when $H$ has a negative eigenvalue: the energy rises along $u$ and falls along that $y$.

Second, $\tfrac12y^THy=\min_xE_2$. A minimum over fewer rotations cannot be lower, so for every $y$ the curvature with frozen orbitals ($x=0$) is at least that with a frozen core (rotations of core states removed), which is at least the fully relaxed one. A negative eigenvalue of $K_{nn}$ therefore proves a saddle, while a positive one is an upper bound and decides nothing.

Third, $H$ needs no inversion. The condition $u=0$ reads $Ax+B^Ty=0$. For a real pair $\mathrm{Tr}(N\,\delta V)=2\,\delta V_{pq}$, so the condition is $2\,\delta V_{pq}+2x_{pq}(\varepsilon_q-\varepsilon_p)/(n_p-n_q)=0$, or

$$x_{pq}=\frac{n_p-n_q}{\varepsilon_p-\varepsilon_q}\,\delta V_{pq},\qquad\delta V=\delta V[\delta n+x],$$

which is ordinary self-consistent perturbation theory. Moreover $(Hy)_a=(K_{nn}y+Bx)_a=\mathrm{Tr}(M_a\,\delta V)$: applying $H$ to $\delta n$ yields the traceless part of the p block of the self-consistent change of the Hamiltonian.

## Two numbers for a free atom

In the real orbitals $p_x,p_y,p_z$ a rotation $\mathcal R$ acts as $\delta n\to\mathcal R\,\delta n\,\mathcal R^T$ and leaves $E$ unchanged, so $H$ commutes with it. Hermitian $3\times3$ matrices split into the trace ($l=0$), five real symmetric traceless matrices ($l=2$) and three imaginary antisymmetric ones ($l=1$), each set irreducible and of different dimension. By Schur's lemma $H$ has no elements between the sets and is a multiple of the identity on each. The spectrum on traceless $\delta n$ is $\lambda_2$ five times and $\lambda_1$ three times.

One member of each set is diagonal in the $L_z$ basis. With $p_{\pm1}=\mp(p_x\pm ip_y)/\sqrt2$,

$$|{\pm1}\rangle\langle{\pm1}|=\tfrac12\big(|x\rangle\langle x|+|y\rangle\langle y|\big)\pm\tfrac i2\big(|y\rangle\langle x|-|x\rangle\langle y|\big).$$

Hence the shifts $n_m=f+t\,d_m$, $m=-1,0,1$, with $d^{(2)}=(-1,2,-1)/\sqrt6$ and $d^{(1)}=(-1,0,1)/\sqrt2$ are unit vectors of the $l=2$ and $l=1$ sets.

An imaginary antisymmetric $M$ gives $\delta\rho=\sum_{ab}M_{ab}p_ap_b=0$. For LDA and GGA, which depend on the spin densities alone, the density, the Hamiltonian and the energy are the same for every allowed $t$ along $l=1$, and each such point is again stationary. So $\lambda_1=0$, and these are flat directions, not undecided ones; the verdict rests on $\lambda_2$. Exact exchange depends on the full density matrix and gives $\lambda_1\neq0$.

In a cubic supercell $H$ commutes with the cube group, which maps diagonal traceless matrices onto diagonal ones and off-diagonal onto off-diagonal. The five-fold value may then split into a two-fold and a three-fold one, and $d^{(2)}$ probes the first. An off-diagonal direction such as $(|x\rangle\langle y|+|y\rangle\langle x|)/\sqrt2$ must be examined as well.

## What sets the sign

The frozen part $K_{nn}$ has a closed form. Let $R(r)$ be the all-electron radial p function, so that $p_z^2=\frac{3}{4\pi}R^2\cos^2\theta$. Along $d^{(2)}$, using $Y_{20}=\sqrt{5/16\pi}\,(3\cos^2\theta-1)$,

$$\delta\rho=\frac{2p_z^2-p_x^2-p_y^2}{\sqrt6}=\frac{3}{4\pi\sqrt6}R^2(3\cos^2\theta-1)=cR^2Y_{20},\qquad c^2=\frac{9}{96\pi^2}\cdot\frac{16\pi}{5}=\frac{3}{10\pi}.$$

Define $F^l[a,b]=\iint a(r)\,b(r')\,r_<^l/r_>^{l+1}\,dr\,dr'$ and the Slater integral $F^l=F^l[a,a]$ with $a=r^2R^2$. The multipole expansion of $1/r_{12}$ carries $4\pi/(2l+1)$, so the Hartree part is $c^2\frac{4\pi}{5}F^2=\frac{6}{25}F^2>0$. In LSDA, with the kernel $f_{\uparrow\uparrow}=\partial^2e_{xc}/\partial\rho_\uparrow^2$ spherical and $Y_{20}$ normalized,

$$\lambda_2^{\rm frozen}=\tfrac{6}{25}F^2+\tfrac{3}{10\pi}\int f_{\uparrow\uparrow}(r)R^4r^2\,dr.$$

The exchange energy density is proportional to $-\rho_\uparrow^{4/3}$, which is concave, so its part of the second term is negative and competes with the first.

For Hartree-Fock, with fractional occupations inserted in the density matrix, three integrals are needed: $J_{xx}=(xx|xx)$, $J_{xy}=(xx|yy)$, $K_{xy}=(xy|xy)$. The Hartree value $\frac6{25}F^2$ holds for each $l=2$ direction. The direction $(|x\rangle\langle y|+|y\rangle\langle x|)/\sqrt2$ has $\delta\rho=\sqrt2p_xp_y$, so $2K_{xy}=\frac6{25}F^2$. The direction $(|x\rangle\langle x|-|y\rangle\langle y|)/\sqrt2$ gives $J_{xx}-J_{xy}=\frac6{25}F^2$. The spherical sum $p_x^2+p_y^2+p_z^2$ has charge 3, so $3J_{xx}+6J_{xy}=9F^0$. Substituting, $9J_{xy}+\frac{18}{25}F^2=9F^0$, whence $J_{xy}=F^0-\frac2{25}F^2$ and $K_{xy}=\frac3{25}F^2$. The exchange energy $-\tfrac12\sum(ad|bc)\gamma_{ab}\gamma_{cd}$ contributes $-\sum(ad|bc)M_{ab}M_{cd}$ to the curvature, and with only $M_{xy},M_{yx}$ nonzero the sum is $K_{xy}(M_{xy}^2+M_{yx}^2)+2J_{xy}M_{xy}M_{yx}$. For the real direction this is $K_{xy}+J_{xy}$, so $\lambda_2=2K_{xy}-K_{xy}-J_{xy}$. For $M_{yx}=-M_{xy}=i/\sqrt2$ it is $J_{xy}-K_{xy}$, with no Hartree term. Both give

$$\lambda_1^{\rm frozen}=\lambda_2^{\rm frozen}=-(J_{xy}-K_{xy})=-\big(F^0-\tfrac15F^2\big).$$

This is the curvature of the Dudarev term $\tfrac U2\mathrm{Tr}(n-n^2)$, namely $-U$ in all eight directions, with $U=F^0-F^2/5$. It is negative because $F^2\le F^0$, which follows from $r_<\le r_>$, so the spherical Hartree-Fock solution with $A>0$ is a saddle.

## The one-centre terms

PAW evaluates $F^l$ in three pieces. Let $\tilde a=r^2\tilde R^2$, equal to $a$ outside $r_c$, and let $g_l$ be confined to the sphere with $\int g_lr^l dr=1$. Put $Q_l=\int_0^{r_c}(a-\tilde a)r^ldr$, $b=\tilde a+Q_lg_l$ and $\Delta=a-b$. Then $\Delta$ vanishes outside the sphere and has zero $l$-th moment. Bilinearity gives $F^l[a,a]=F^l[b,b]+2F^l[b,\Delta]+F^l[\Delta,\Delta]$. Outside the sphere the potential of $\Delta$ is $r^{-l-1}\int\Delta\,r'^l dr'=0$, so $F^l[b,\Delta]$ equals its restriction to the sphere. The same expansion inside the sphere gives $2F^l_{\rm sph}[b,\Delta]+F^l[\Delta,\Delta]=F^l_{\rm sph}[a,a]-F^l_{\rm sph}[b,b]$, and

$$F^l=F^l[b,b]+F^l_{\rm sph}[a,a]-F^l_{\rm sph}[b,b].$$

Without the compensation charge, $\Delta=a-\tilde a$ has moment $Q_l$, and the sum misses $2Q_l\int_{r_c}^\infty a\,r^{-l-1}dr$. The test therefore needs the $l=2$ component of the compensation charge and of the one-centre densities, although the solution under test is spherical. For a semilocal functional and complete partial waves the smooth and the pseudo one-centre exchange-correlation terms have the same integrand in the sphere and cancel, leaving the all-electron term inside and the smooth term outside. With incomplete partial waves $H$ still gives the curvature of the PAW energy, but that curvature need not equal the all-electron one.

This part has shown that, when $A>0$, the spherical solution is a saddle if the relaxed Hessian $H$ has a negative eigenvalue, and it has given the free-atom form of the spectrum, the frozen-orbital curvatures and their PAW evaluation. What remains is to run the test, choose the smearing width and apply both to the carbon atom.
